# The Kohn-Sham total energy from eigenvalues, at and away from self-consistency, part 2

The Kohn-Sham total energy is to be obtained from the eigenvalues, also when the iteration has stopped short of self-consistency. Hartree atomic units are used, with lengths in bohr and energies in hartree, $E_\mathrm h$. A spin-unpolarized system of $N$ electrons in the external potential $v_\text{ext}$ has real, orthonormal, bound orbitals $\phi_i$ with fixed occupation numbers $f_i$. Its density and energy are

$$n(\mathbf r) = \sum_i f_i\,\phi_i(\mathbf r)^2 , \tag{1}$$

$$E = T_s + E_\text{ext} + E_H[n] + E_{xc}[n], \tag{2}$$

$$T_s = \sum_i f_i\,t_i,\qquad t_i = \frac12\int |\nabla\phi_i|^2\,d^3r,\qquad E_\text{ext} = \int n\,v_\text{ext}\,d^3r, \tag{3}$$

$$E_H[n] = \frac12\iint \frac{n(\mathbf r)\,n(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r' . \tag{4}$$

The Hartree potential $v_H$ obeys

$$E_H[n+\delta n] = E_H[n] + \int v_H\,\delta n\,d^3r + E_H[\delta n],\qquad v_H(\mathbf r) = \int\frac{n(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r' , \tag{5}$$

$$\int n\,v_H\,d^3r = 2E_H . \tag{6}$$

The functional derivative of $E_{xc}$ is $v_{xc}$. In the local density approximation (LDA), $E_{xc}=\int n\,\epsilon_{xc}(n)\,d^3r$, and Slater exchange has $\epsilon_x=-C\,n^{1/3}$ with $C=\frac34(\frac3\pi)^{1/3}$.

Let $L$ be $E$ minus the orthonormality constraints times their Lagrange multipliers. It is stationary for the self-consistent solutions of

$$\big(-\tfrac12\nabla^2 + v_\text{ext} + v_H[n] + v_{xc}[n]\big)\phi_i = \varepsilon_i\,\phi_i . \tag{10}$$

With $v_s=v_\text{ext}+v_H+v_{xc}$ and $\hat h=-\tfrac12\nabla^2+v_s$, these solutions satisfy

$$\varepsilon_i = t_i + \langle v_s\rangle_i,\qquad \langle v_s\rangle_i = \int\phi_i^2\,v_s\,d^3r , \tag{11}$$

$$E = \sum_i f_i\varepsilon_i - E_H[n] + E_{xc}[n] - \int n\,v_{xc}\,d^3r . \tag{14}$$

In an unfinished iteration, $n_\text{in}$ defines the potential and the resulting orbitals give $n_\text{out}$. With $v_{Hxc}=v_H+v_{xc}$ and $E_{Hxc}=E_H+E_{xc}$, the energy (2) of the output orbitals is

$$E_{KS}[\text{out}] = \sum_i f_i\varepsilon_i - \int n_\text{out}\,v_{Hxc}[n_\text{in}]\,d^3r + E_{Hxc}[n_\text{out}] . \tag{17}$$

Formula (14) can be rewritten with (6) as $\sum f_i\varepsilon_i - \int n\,v_{Hxc}[n] + E_{Hxc}[n]$, since $-2E_H + E_H = -E_H$. It has a single density in it, and away from self-consistency there are two candidates. With the output density it gives a number $E_\text{out}$, and with the input density a number $E_{HF}$, known as the Harris-Foulkes functional (the subscript stands for these names and not for Hartree-Fock):

$$E_\text{out} = \sum_i f_i\varepsilon_i - \int n_\text{out}\,v_{Hxc}[n_\text{out}]\,d^3r + E_{Hxc}[n_\text{out}],$$

$$E_{HF} = \sum_i f_i\varepsilon_i - \int n_\text{in}\,v_{Hxc}[n_\text{in}]\,d^3r + E_{Hxc}[n_\text{in}] .$$

Subtracting (17) from the first cancels the eigenvalue sum and $E_{Hxc}[n_\text{out}]$. Subtracting the second from (17) cancels the eigenvalue sum and joins the two integrals over $v_{Hxc}[n_\text{in}]$. The results are exact:

$$E_\text{out} - E_{KS}[\text{out}] = \int n_\text{out}\,\big(v_{Hxc}[n_\text{in}] - v_{Hxc}[n_\text{out}]\big)\,d^3r, \tag{18}$$

$$E_{KS}[\text{out}] - E_{HF} = E_{Hxc}[n_\text{out}] - E_{Hxc}[n_\text{in}] - \int v_{Hxc}[n_\text{in}]\,(n_\text{out} - n_\text{in})\,d^3r . \tag{19}$$

To read off orders of magnitude, let $n$ be the self-consistent density with energy $E$, and let $n_\text{in} = n + \lambda\,\delta_\text{in}$ with a fixed function $\delta_\text{in}$ of zero integral and a small number $\lambda$. Assume that the occupied levels stay separated from the empty ones by a gap, so that the occupations do not jump and the orbitals respond smoothly. Then the potential, the orbitals and $n_\text{out} = n + \lambda\,\delta_\text{out} + O(\lambda^2)$ all depart from their self-consistent values at first order in $\lambda$.

The quantity $E_{KS}[\text{out}]$ is (2) evaluated with orthonormal orbitals that differ from the solution by $O(\lambda)$. For orthonormal orbitals the constraint term vanishes and $E = L$. Since $L$ has no first variation at the solution, $E_{KS}[\text{out}] - E = O(\lambda^2)$. If the self-consistent solution is the minimum of (2) at the given occupations, and not merely a stationary point, this difference is also non-negative. The right side of (19) is the value of $E_{Hxc}$ at $n_\text{out}$ minus the first two terms of its Taylor expansion about $n_\text{in}$, so it is of second order in $\Delta = n_\text{out} - n_\text{in}$. By (5) its Hartree part is exactly $E_H[\Delta]$, and its LDA part starts with $\tfrac12\int f_{xc}\,\Delta^2$, where $f_{xc} = d^2(n\epsilon_{xc})/dn^2$. Hence $E_{HF} - E = O(\lambda^2)$ as well. The right side of (18), in contrast, is the full density times a potential difference of first order, and $E_\text{out} - E = O(\lambda)$ unless that integral happens to vanish.

The reason the input density is the better argument can be seen from the first variation of $E_{HF}$. When the potential changes by $\delta v$, differentiate $\varepsilon_i = \int\phi_i\hat h\phi_i$. The terms with $\delta\phi_i$ give $2\int\delta\phi_i\,\hat h\phi_i = 2\varepsilon_i\int\phi_i\,\delta\phi_i = 0$, because the norm is fixed, and only $\delta\varepsilon_i = \int\phi_i^2\,\delta v$ is left. The eigenvalue sum therefore changes by $\int n_\text{out}\,\delta v$. Under $n_\text{in}\to n_\text{in}+\delta n$, with $\delta v$ the resulting change of $v_{Hxc}[n_\text{in}]$, the second term of $E_{HF}$ changes by $-\int v_{Hxc}\,\delta n - \int n_\text{in}\,\delta v$ and the third by $+\int v_{Hxc}\,\delta n$. The sum of the three is

$$\delta E_{HF} = \int(n_\text{out} - n_\text{in})\,\delta v\,d^3r .$$

The first-order shift of the eigenvalues, caused by the error in the input potential, is removed by correction terms built from the same input density. Along the path in $\lambda$, write $w = dv_{Hxc}/d\lambda$ at $\lambda=0$, which is $w = v_H[\delta_\text{in}] + f_{xc}\,\delta_\text{in}$. Then $dE_{HF}/d\lambda = \lambda\int(\delta_\text{out} - \delta_\text{in})\,w + O(\lambda^2)$, and integrating from 0,

$$E_{HF} - E = \tfrac12\lambda^2\Big[\int w\,\delta_\text{out}\,d^3r - 2E_H[\delta_\text{in}] - \int f_{xc}\,\delta_\text{in}^2\,d^3r\Big] + O(\lambda^3), \tag{20}$$

where (6) was applied to $\delta_\text{in}$. The sign of each term can be found. The first-order part of (10) is $(\hat h - \varepsilon_i)\,\delta\phi_i = -(w - \delta\varepsilon_i)\phi_i$. Projecting on another eigenfunction $\phi_j$, occupied or empty, gives the coefficient $w_{ij}/(\varepsilon_i - \varepsilon_j)$ of $\phi_j$ in $\delta\phi_i$, with $w_{ij} = \int\phi_i w\phi_j$; degenerate partners are taken uncoupled by $w$, which is the case for a spherical $w$ in an atom. With $\delta_\text{out} = 2\sum_i f_i\phi_i\,\delta\phi_i$, and collecting the terms $(i,j)$ and $(j,i)$,

$$\int w\,\delta_\text{out}\,d^3r = 2\sum_i f_i\sum_{j\ne i}\frac{w_{ij}^2}{\varepsilon_i - \varepsilon_j} = 2\sum_{i<j}\frac{(f_i - f_j)\,w_{ij}^2}{\varepsilon_i - \varepsilon_j}\le0,$$

because a lower level is never less occupied than a higher one. The second term of (20) is negative, $E_H$ of any charge distribution being a positive field energy, as shown for spherical charges in (24). The third is positive for LDA exchange, where $f_x = -\tfrac49Cn^{-2/3}<0$. The Harris-Foulkes value therefore lies below $E$ at this order when the first two terms outweigh the third, and it is not a bound in general.

For an atom with closed shells the problem reduces to one dimension. With $v_\text{ext} = -Z/r$ and a spherical density the potential $v_s(r)$ is spherical and the orbitals have the form $\phi = R(r)\,Y(\theta,\varphi)$ with $R = u(r)/r$ and $Y$ a real spherical harmonic normalized on the unit sphere. Neon has $Z = 10$ and the configuration $1s^22s^22p^6$. For $l=0$, $Y^2 = 1/4\pi$. For $l=1$ the three harmonics are $\sqrt{3/4\pi}$ times the Cartesian components of the unit vector $\mathbf r/r$, and their squares add up to $3/4\pi$. The three $2p$ orbitals share one radial function, so two electrons in each give $2\cdot(3/4\pi)\,u^2/r^2 = 6u^2/4\pi r^2$. From here on $i$ labels a shell and $f_i = 2, 2, 6$ is the number of electrons in it. The density is spherical, which confirms the assumption:

$$n(r) = \frac{1}{4\pi r^2}\sum_i f_i\,u_i(r)^2,\qquad \int_0^\infty u_i^2\,dr = 1 . \tag{21}$$

The gradient of $\phi$ has a radial part $R'Y$ and, perpendicular to it, an angular part $(R/r)\nabla_\Omega Y$. On the sphere, which has no boundary, integration by parts gives $\int|\nabla_\Omega Y|^2d\Omega = -\int Y\,\nabla_\Omega^2Y\,d\Omega = l(l+1)$, the spherical harmonics being the eigenfunctions of $-\nabla_\Omega^2$ with that eigenvalue. For the radial part, $R' = u'/r - u/r^2$ gives $r^2R'^2 = u'^2 - 2uu'/r + u^2/r^2 = u'^2 - (u^2/r)'$. The total derivative integrates to zero, because $u = rR$ vanishes at least linearly at the origin and decays at infinity. Thus

$$t_i = \int_0^\infty\Big[\frac12u_i'^2 + \frac{l(l+1)}{2r^2}u_i^2\Big]dr . \tag{22}$$

In (10) the Laplacian is $\nabla^2\phi = (1/r)\,\partial_r^2(r\phi) + \nabla_\Omega^2\phi/r^2 = (Y/r)\,[u'' - l(l+1)u/r^2]$, and dividing by $Y/r$ leaves the radial equation $-\tfrac12u'' + [\,l(l+1)/2r^2 + v_s]\,u = \varepsilon u$.

For the Hartree terms the average of $1/|\mathbf r-\mathbf r'|$ over the direction of $\mathbf r'$ is needed. With $\mu$ the cosine of the angle between the two vectors,

$$\frac12\int_{-1}^1\frac{d\mu}{\sqrt{r^2 + r'^2 - 2rr'\mu}} = \frac12\Big[-\frac{\sqrt{r^2+r'^2-2rr'\mu}}{rr'}\Big]_{-1}^{1} = \frac{(r+r') - |r-r'|}{2rr'} = \frac1{r_>},$$

where $r_>$ is the larger of $r$ and $r'$, since the numerator is twice the smaller one. Let $Q(r) = \int_0^r4\pi r'^2n\,dr'$ be the number of electrons inside $r$. Splitting the integral in (5) at $r'=r$ gives

$$v_H(r) = \frac{Q(r)}r + \int_r^\infty4\pi r'\,n(r')\,dr' . \tag{23}$$

Its derivative is $Q'/r - Q/r^2 - 4\pi rn = -Q/r^2$, so $v_H$ is largest at the nucleus, where it equals $\int n/r\,d^3r = -E_\text{ext}/Z$. The Hartree energy can be obtained from (4) without forming $v_H$. The regions $r'<r$ and $r'>r$ contribute equally, which cancels the $\tfrac12$, and in the region $r'<r$ the inner integral is $Q(r)$. Then

$$E_H = \int_0^\infty\frac{Q\,Q'}{r}\,dr = \Big[\frac{Q^2}{2r}\Big]_0^\infty + \int_0^\infty\frac{Q^2}{2r^2}\,dr = \int_0^\infty\frac{Q^2}{2r^2}\,dr . \tag{24}$$

The boundary term vanishes since $Q\propto r^3$ at the origin and $Q\to N$ at infinity. This is the energy stored in the electric field $Q/r^2$, and it is positive for any spherical charge, including one of varying sign. Beyond a radius $r_\text{max}$ that encloses all the charge, the integral contributes $N^2/2r_\text{max}$.

The $1s$ orbital of neon has a size of about $1/Z$, a tenth of a bohr, and the $2p$ tail extends over several bohr, so a logarithmic coordinate suits the problem. Put $r = e^x$, so that $d/dr = r^{-1}d/dx$ and $dr = r\,dx$, and put $u = r^{1/2}y(x)$. With a subscript $x$ for the derivative and $dr^p/dx = p\,r^p$,

$$u' = r^{-1}\big(r^{1/2}y_x + \tfrac12r^{1/2}y\big) = r^{-1/2}\big(y_x + \tfrac12y\big),$$

$$u'' = r^{-1}\,r^{-1/2}\Big[\big(y_{xx} + \tfrac12y_x\big) - \tfrac12\big(y_x + \tfrac12y\big)\Big] = r^{-3/2}\big(y_{xx} - \tfrac14y\big).$$

The first derivative has cancelled, which is the purpose of the factor $r^{1/2}$. Multiplying the radial equation by $r^{3/2}$ and using $l(l+1) + \tfrac14 = (l+\tfrac12)^2$,

$$-\tfrac12y_{xx} + \big[\tfrac12(l+\tfrac12)^2 + r^2v_s\big]y = \varepsilon\,r^2y . \tag{25}$$

In the new variables the norm is $\int r^2y^2dx = 1$, the density is $n = \sum f_iy_i^2/4\pi r$, a volume integral is $\int4\pi r^3(\cdots)\,dx$, and (22) becomes

$$t_i = \frac12\int\Big[\big(y_x + \tfrac12y\big)^2 + l(l+1)\,y^2\Big]dx . \tag{26}$$

Equation (25) is solved on a uniform grid $x_j$ of step $h$ by writing $y(x) = \sum_jy_jS_j(x)$ with the sinc functions

$$S_j(x) = \frac{\sin[\pi(x-x_j)/h]}{\pi(x-x_j)/h} = \frac h{2\pi}\int_{-\pi/h}^{\pi/h}e^{ik(x-x_j)}\,dk,$$

each equal to 1 at its own grid point and 0 at the others. Differentiating the integral form twice, setting $x = x_i$, and writing $m = i-j$ and $\theta = kh$ gives $-S_j''(x_i) = (2\pi h^2)^{-1}\int_{-\pi}^\pi\theta^2\cos m\theta\,d\theta$. For $m=0$ the integral is $2\pi^3/3$. For $m\neq0$ two integrations by parts give $4\pi(-1)^m/m^2$. The operator $-\tfrac12d^2/dx^2$ is thus a symmetric matrix with $\pi^2/6h^2$ on the diagonal and $(-1)^m/m^2h^2$ off it. Requiring (25) at the grid points gives a matrix problem $A\mathbf y = \varepsilon B\mathbf y$ with $B = \mathrm{diag}(r_j^2)$. The entries of $B$ span many orders of magnitude, so $B$ is not inverted. With a shift $\sigma$ below all levels the problem is rearranged to $B\mathbf y = \mu\,(A - \sigma B)\mathbf y$ with $\mu = 1/(\varepsilon-\sigma)$, in which $A-\sigma B$ is positive definite and the lowest levels are the largest $\mu$. Each sinc function has total integral $h$, so a definite integral is $h$ times the sum of the grid values, and the running integrals in (23) follow from $\int_{-\infty}^{x_i}S_j\,dx = h[\tfrac12 + \mathrm{Si}(\pi m)/\pi]$, with $\mathrm{Si}(z) = \int_0^z(\sin s/s)\,ds$. The grid has 378 points with $h = 0.1$ and runs from $r = 1.71\times10^{-15}$ to $40.45$ bohr. With the bare potential $-Z/r$ the solver reproduces the levels $-Z^2/2\nu^2$ for $1s$, $2s$ and $2p$, where $\nu$ is the principal quantum number, with a largest deviation of $1.8\times10^{-12}\,E_\mathrm h$.

The level of theory is nonrelativistic LDA with a point nucleus, Slater exchange and the Vosko-Wilk-Nusair (VWN5) parametrization of the correlation energy of the gas, evaluated by the libxc routines. The iteration starts from the model density

$$n_\text{start} = \frac{2\zeta_1^3}\pi e^{-2\zeta_1r} + \frac{8\zeta_2^5}{3\pi}r^2e^{-2\zeta_2r},$$

with $\zeta_1 = 9.7$ and $\zeta_2 = 2.925$ inverse bohr, the values that Slater's screening rules assign to neon. The prefactors follow from $\int_0^\infty r^ke^{-2\zeta r}dr = k!/(2\zeta)^{k+1}$: the first term holds $4\pi(2\zeta_1^3/\pi)\cdot2/(8\zeta_1^3) = 2$ electrons and the second $4\pi(8\zeta_2^5/3\pi)\cdot24/(32\zeta_2^5) = 8$. After each solution the input is updated as $n_\text{in}\to n_\text{in} + 0.35\,(n_\text{out}-n_\text{in})$. After 54 iterations the residual $\int|n_\text{out}-n_\text{in}|\,d^3r$ is $9.4\times10^{-11}$ electrons.

A verification of (14) has to be arranged so that it could fail. If $t_i$ were computed with the same matrix that was diagonalized, (11) would be the statement $\mathbf y^TA\mathbf y = \varepsilon\,\mathbf y^TB\mathbf y$ and would hold however poor the grid. The definition (2) is therefore evaluated without any eigenvalue and without that matrix. The orbitals are interpolated by splines, the splines are differentiated, and (26), $E_\text{ext}$ and $E_{xc}$ are integrated by Gauss-Legendre quadrature on points between the grid points. $E_H$ is taken from the field form (24), in which the part beyond the grid is $10^2/(2\times40.45) = 1.236\,E_\mathrm h$. The formula side uses the eigenvalues and grid sums of $nv_H$, $n\epsilon_{xc}$ and $nv_{xc}$. The program and its output are printed after this text. Six decimals are kept in the arithmetic because the question is whether two evaluations of one model agree; the physical accuracy of the model is far coarser.

With the input density in all the correction terms the energy error is of second order in the density error, while with the output density it is in general of first order. The neon calculation has been set up so that (14) and (2) are evaluated separately, and the numerical comparison and the test of these error orders remain.
